# Finding the current-carrying backbone of a percolating network in linear time

A model of a broken-up platinum film, 200 nm on a side, has 1416 metallic necks connected to its two electrodes. Delete 1079 of them and the resistance stays at 16.24 kΩ. The obvious way to find useless necks, stripping dead ends until none is left, removes only 438. What distinguishes the 337 necks that matter, and how can they be found without solving for the currents?

## A network small enough to do by hand

Contract each electrode to a single node, $s$ and $t$, and drop any bond that then joins a node to itself, such as one inside an electrode. Let the interior nodes be $a,b,c,d,f$, and the bonds

1: $s$–$a$, 2: $a$–$b$, 3: $b$–$t$, 4: $a$–$t$, 5: $b$–$c$, 6: $c$–$d$, 7: $d$–$b$, 8: $a$–$f$.

A self-avoiding path visits no node twice. There are two from $s$ to $t$: bonds 1, 4 and bonds 1, 2, 3. The geometrical backbone $B$ is the set of bonds lying on at least one such path, so here $B=\{1,2,3,4\}$.

Bond 8 is a dead end, and stripping finds it. Bonds 5, 6, 7 form a triangle hanging from $b$. It has no loose end, so stripping leaves it, yet a path that enters it must come back through $b$. By Kirchhoff's laws its three nodes sit at one potential.

Looking for loops is not enough either. Bonds 2, 3, 4 form a loop that carries current, the triangle is a loop that does not, and bond 1 carries everything but lies on no loop. Now join the electrodes by an extra edge $e_0=(s,t)$. Bond 1 then lies on the cycle $e_0,1,4$, and bonds 2 and 3 lie on $e_0,1,2,3$. The triangle shares no simple cycle with $e_0$. The extra edge turns "lies on a path between the electrodes" into "lies on a common cycle with $e_0$", which a single search can decide.

## The general statement

Call two edges equivalent if they are the same edge or lie on a common simple cycle. Two parallel bonds count as a cycle of length two. The equivalence classes are the biconnected components, or blocks, of the graph.

For this to make sense the relation must be transitive. Let cycle $C_1$ contain $e_1$ and $e_2$, and cycle $C_2$ contain $e_2$ and $e_3$. If $e_3$ is on $C_1$, we are done. If not, walk along $C_2$ from $e_3$ in both directions until each walk first meets $C_1$, at nodes $x$ and $y$. Since $C_2$ contains both ends of $e_2$, it has at least two nodes on $C_1$, so $x\neq y$. The piece of $C_2$ between $x$ and $y$ through $e_3$ touches $C_1$ only at its ends. Closed by the arc of $C_1$ that contains $e_1$, it is a simple cycle through $e_1$ and $e_3$.

Let $G$ be the network. Deleting $e_0$ from a simple cycle through $e_0$ and a bond $e$ leaves a self-avoiding path from $s$ to $t$ through $e$. Adding $e_0$ to such a path gives such a cycle. Therefore

$$B=\{\text{block of } G+e_0 \text{ containing } e_0\}\setminus\{e_0\}.$$

If the electrodes are not connected, $e_0$ is alone in its block and $B$ is empty.

## Does the backbone carry the current?

Take ohmic bonds with conductances $g_e>0$ and potentials $V_s=1$, $V_t=0$. No interior potential lies above 1: a node at a higher maximum could balance its currents only if all its neighbours were equally high, and this would spread through the cluster to an electrode. Likewise none lies below 0. A cluster touching no electrode has a constant potential.

**A bond that carries current is in $B$.** Let current flow through $e$ from $u$ down to $v$. If $v\ne t$, current conservation requires a bond that carries current out of $v$, to a node of lower potential. Repeat until $t$ is reached. In the same way, go uphill from $u$ to $s$. The potential falls strictly along the whole route, so no node repeats, and the route is a self-avoiding path through $e$.

**A bond in $B$ carries current, except at special conductances.** Choose a self-avoiding path $P$ of $\ell$ bonds through $e$. Set $g=1$ on $P$ and $g=\varepsilon$ on the $M$ other bonds. All potential differences are at most 1, so each bond off $P$ carries at most $\varepsilon$, and the currents in any two bonds of $P$ differ by at most $M\varepsilon$. With unit conductances, the voltage drops along $P$ equal the currents and add to 1, so their mean is $1/\ell$ and

$$\left|I_e-\frac1\ell\right|\le M\varepsilon .$$

For small $\varepsilon$, $I_e\neq0$. Kirchhoff's equations are linear, so by Cramer's rule $I_e$ is a rational function of the conductances. We have just seen that it is not identically zero, so it vanishes only on a set of measure zero.

That set can be reached. In a Wheatstone bridge with five equal bonds of 1 S, the middle bond is in $B$ but carries no current. Change one arm next to $s$ to 2 S and let $V_1$ be the potential of the middle node on that arm, $V_2$ that of the other. Current conservation gives

$$4V_1-V_2=2,\qquad 3V_2-V_1=1 .$$

Inserting $V_1=3V_2-1$ into the first equation gives $11V_2=6$, so $V_2=6/11$ and $V_1=7/11$. The middle bond now carries $1/11$ A at 1 V. "Geometrical backbone" and "current-carrying bonds" thus agree for generic conductances, but not for every choice.

**Cutting bonds.** If removing a bond disconnects the electrodes, it carries the total current $I$. Conversely, let $e$ carry $I$. Pick a potential between those of its ends, different from every node potential. All bonds crossing this level carry current downwards, and their currents add to $I$. Since $e$ supplies all of it, no other bond crosses, and removing $e$ disconnects the electrodes.

## The search

A depth-first search goes from each node to an unvisited neighbour whenever there is one, and backs up otherwise. Number the nodes in order of discovery, $\mathrm{disc}(v)$. Start at $s$ with number 0 and take $e_0$ first, so that $t$ gets number 1. From then on $s$ counts as visited and is never expanded. Let $\mathrm{low}(v)$ be the smallest number reachable from $v$ by going down the search tree and then using at most one non-tree bond. Keep a stack $S$ of bonds.

```
disc[s] = 0; disc[t] = low[t] = 1; S = empty; visit(t)

visit(v):
  for each unused bond i from v to w:
    mark i used; h = length(S); push i on S
    if w has no number:
      disc[w] = low[w] = next number
      visit(w)
      if low[w] >= disc[v]: cut S back to length h
      else: low[v] = min(low[v], low[w])
    else:
      low[v] = min(low[v], disc[w])
```

When the search ends, $S$ holds $B$. In the small network, taking the bonds in a convenient order:

| Event | Stack afterwards |
|---|---|
| bond 3 finds $b$ (number 2) | 3 |
| bonds 5, 6 find $c$ (3), $d$ (4) | 3 5 6 |
| bond 7 returns to $b$: low($d$) = 2 | 3 5 6 7 |
| $c$ done: low($c$) = 2 ≥ disc($b$) = 2, cut | 3 |
| bond 2 finds $a$ (5) | 3 2 |
| bond 8 finds $f$ (6): low($f$) = 6 ≥ 5, cut | 3 2 |
| bond 1 reaches $s$: low($a$) = 0 | 3 2 1 |
| bond 4 reaches $t$ | 3 2 1 4 |
| $a$, $b$ done: low = 0, no cut | 3 2 1 4 |

### Why it works

A non-tree bond always joins a node to one of its ancestors in the tree. When it is first used, at $v$, its other end $w$ is already numbered. If $w$ were finished, it would have used the bond itself. So $w$ is unfinished and lies on the current route from $s$.

Let $c$ be a child of $v$ that has just been finished.

*If $\mathrm{low}(c)\ge\mathrm{disc}(v)$*, no bond leads from the subtree of $c$ to a node above $v$. That subtree meets the rest of the network at $v$ alone. A cycle through $e_0$ and one of its bonds would have to pass $v$ twice, so these bonds are not in $B$. They are the ones pushed since the search left $v$ for $c$, and the cut removes them.

*If $\mathrm{low}(c)<\mathrm{disc}(v)$*, some bond joins the subtree of $c$ to a node above $v$. With the tree path it closes a cycle containing both the bond $(v,c)$ and the edge by which the search entered $v$. These two are therefore in the same block.

Now take a tree bond that survives to the end. The edge by which its upper node was entered also survives, because it lies lower in the stack and a cut removing it would have removed both. Step by step, the surviving bond is equivalent to the edge above it, and finally to $e_0$. A surviving non-tree bond from $v$ to an ancestor closes a cycle through the edge entering $v$, so it too is in the block.

Bonds the search never meets cannot be reached from $t$ without passing through $s$. A self-avoiding path leaves $s$ once and does not return, so it cannot use them.

### Cost

Each bond is seen at most twice, once from each end, and is pushed and removed at most once. Each node is numbered once. Time and memory are therefore proportional to nodes plus bonds. Marking bonds, rather than forbidding a return to the parent node, treats parallel bonds correctly. In large networks the recursion should be replaced by an explicit list of unfinished nodes, because the search can go very deep.

On square lattices of 100, 200 and 400 cells per side with bond probability 0.6, the search took 26.7 ms for 11,878 bonds and 440 ms for 191,930. The size grew by a factor 16.2 and the time by 16.5, an exponent of 1.01.

The search was also tested on 300 random networks of 4 to 7 nodes, with parallel bonds allowed. Bonds from a node to itself also occurred; the program skips them, and they count as dead. In every one it returned the same bonds as a full enumeration of self-avoiding paths, and the same as the nonzero currents computed in exact fractions with random conductances. In 200 of them the backbone was neither empty nor the whole network.

## The platinum film

The grains sit on a square lattice with 5 nm pitch and 40 cells per side. Of the $40^2+39^2=3121$ possible necks, each is present with probability 0.52, close to the threshold of 1/2 for this lattice. The necks are 3 nm thick and 2 to 4 nm wide at random, with resistivity 40 µΩ cm. A neck of mean width has the resistance

$$R=\frac{\rho\,\ell_0}{wd}=\frac{(4\times10^{-7}\,\Omega\,\mathrm m)(5\times10^{-9}\,\mathrm m)}{(3\times10^{-9}\,\mathrm m)(3\times10^{-9}\,\mathrm m)}=222\ \Omega ,$$

where $\ell_0$ is the neck length, $w$ its width and $d$ its thickness. The sample is the first random one that spans and has a cutting bond, so its numbers describe one film and are not averages. It is an unusually resistive one: among 60 other spanning samples of the same model the median resistance was about 6 kΩ, and none reached 16 kΩ.

Of the 1645 necks present, 1416 are connected to an electrode, 656 of them in pieces that touch only one. Stripping dead ends leaves 978 and the search leaves 337, or 24% of the 1416. The other $978-337=641$ belong to hanging parts that contain loops, like the triangle above. Such a loop can also close through an electrode, which counts as a single node.

Solving Kirchhoff's equations confirms the division. The weakest backbone neck carries $5.7\times10^{-4}$ of the total current. The largest value outside the backbone is $1.3\times10^{-13}$, which is rounding error. If all necks are made equal, 2 of the 337 carry no current to numerical accuracy: joined in series, they form the middle of one balanced bridge, which a criterion based on current would discard.

Forty necks are cutting bonds. They are in series, and at the mean-width resistance they contribute about $40\times222\ \Omega=8.9$ kΩ, roughly half of the 16.24 kΩ.

## When missing bonds leak

The backbone is defined by which bonds are absent. If every gap conducts a little, the graph is the full lattice and the division into live and dead bonds loses its sharpness. What matters then is how much the gaps carry.

Give each gap a width $z$, an area $A=9$ nm² and a rectangular barrier of $\phi=1$ eV, so that $\kappa=\sqrt{2m\phi}/\hbar=5.12$ nm⁻¹. An electron with transverse wavevector $k$ decays at the rate $q=\sqrt{\kappa^2+k^2}$. Taking its transmission as $e^{-2qz}$, with prefactor one, and using $k\,dk=q\,dq$, the gap conductance is

$$G_z=\frac{2e^2}{h}\frac{A}{2\pi}\int_\kappa^\infty q\,e^{-2qz}dq=\frac{2e^2}{h}\frac{A}{2\pi}\left(\frac{\kappa}{2z}+\frac1{4z^2}\right)e^{-2\kappa z}.$$

This is an order-of-magnitude estimate. For free electrons with one carrier per platinum atom, the exact transmission of the rectangular barrier makes $G_z$ 2 to 3 times larger at 1 eV (nearly 4 times at 3 eV), and the film conductance then rises by 1.1% for a 1 nm gap and 295% for a 0.5 nm gap, instead of the 0.48% and 140% found below. The result also depends strongly on the barrier. The value of 1 eV is low beside the work function of platinum, which is above 5 eV; with 3 eV, the rise for a 0.5 nm gap would be about 7%, or 24% with the exact transmission. For $z=1$ nm the formula gives $1.1\times10^{-8}$ S, and the film conductance rises by 0.48%. For $z=0.5$ nm it gives $4.0\times10^{-6}$ S, still about a thousand times less than a neck, yet the film conductance rises by 140%. One metal neck outside the backbone then carries more than a quarter of the total current. These figures treat every gap as ohmic. An isolated grain has a charging energy of roughly 75 meV, above $k_BT$ at room temperature, which suppresses tunnelling through it. Closing the gaps onto islands of up to three grains lowers the 140% to 115%, and closing those onto all islands lowers it to 61%.

The size of this rise can be understood from the 1 nm result. The film conductance is $1/(16.24\ \mathrm{k\Omega})=6.2\times10^{-5}$ S, and 0.48% of it is $3.0\times10^{-7}$ S, as much as 27 gaps connected directly between the electrodes. Scaling in proportion to $G_z$, a factor 366, predicts 177% at 0.5 nm. The true rise must be smaller. Kirchhoff's potentials minimize $\sum_e g_e(\Delta V_e)^2$, whose minimum is the film conductance at unit voltage. A minimum of functions linear in the $g_e$ is concave, so proportional scaling overestimates the rise.

## Beside real films

Platinum films a few nanometres thick can consist of partly joined grains of this size, and 40 µΩ cm is a rough value, a few times that of the bulk metal. Real grains do not form a square lattice, but the search accepts any graph, for instance one traced from a micrograph. One assumption that can fail is that gaps do not conduct: real gaps vary in width and barrier, and if the barrier is as low as 1 eV, halving the width from 1 nm to 0.5 nm turns a correction of 1% or less into one of tens of per cent or more. In this sample the conductance more than doubles; over 60 other samples the median rise at 0.5 nm is 34%, or 78% with the exact transmission. With a higher barrier the effect is much smaller.

Other neglected effects alter the resistance but not the set $B$. With one carrier per atom, a mean neck has 98 open modes and a ballistic resistance of 132 Ω, which is 0.59 of its diffusive value. Added in series to every neck in this same ratio, it would raise the film resistance to about 26 kΩ and leave the current pattern unchanged. The conductance scale of weak localization in two dimensions, $e^2/(\pi h)$, is 20% of the film conductance, so quantum interference need not be negligible where phase coherence extends over many grains.

At 1 mV the film carries 0.062 µA, and the most heavily loaded neck reaches $1.0\times10^6$ A/cm². A rough electromigration level of $10^7$ A/cm² is reached at about 10 mV. Heating is not the limit here: with a substrate conductivity of 1 W/(m K), the hottest neck warms itself by about $10^{-4}$ K at 1 mV and the other necks add about $3\times10^{-4}$ K. The interface between metal and substrate also resists the heat flow: with a rough conductance of $10^8$ W/(m² K) over an area of 25 nm², it adds about $5\times10^{-4}$ K. All three are a hundred times larger at 10 mV, together about 0.1 K.

## Computed results

```
small random multigraphs tested: 300
  with nonempty backbone: 214
  with backbone and dead bonds: 200
bridge current, all bonds 1 S, 1 V: 0 A
bridge current, one arm 2 S, 1 V: 1/11 A
lattice cells per side: 40; bond probability: 0.52
grain pitch: 5.0 nm; film side: 200 nm
thickness: 3.0 nm
neck width range: 2.0 to 4.0 nm
resistivity (rough): 40 uohm cm
realization used: number 3
possible bonds: 3121; present: 1645
bonds in spanning cluster: 1416
bonds after dead-end pruning: 978
bonds in backbone: 337
backbone share of cluster: 23.8 %
cutting bonds: 40
balanced backbone bonds if necks equal: 2
smallest backbone current / total: 5.71e-04
largest dead-bond current / total (rounding): 1.3e-13
mean-width neck resistance: 222.2 ohm
film resistance, all bonds: 16241.468 ohm
film resistance, backbone only: 16241.468 ohm
tunnel barrier: 1.0 eV; kappa: 5.123 1/nm
gap 1.0 nm: gap conductance 1.11e-08 S
  rise of film conductance: 0.484 %
  largest current in dead metal bond / total: 2.79e-03
gap 0.5 nm: gap conductance 4.05e-06 S
  rise of film conductance: 140 %
  largest current in dead metal bond / total: 2.75e-01
carrier density (rough): 6.6e+22 1/cm3
open modes in mean neck: 98
ballistic neck resistance: 131.7 ohm
ballistic / diffusive neck resistance: 0.59
localization unit e^2/(pi h): 1.233e-05 S
localization unit / film conductance: 20.0 %
bias: 1.0 mV; film current: 0.0616 uA
largest neck current density: 1.00e+06 A/cm2
electromigration level (rough): 1e+07 A/cm2
bias reaching that level: 9.96 mV
substrate heat conductivity (rough): 1.0 W/(m K)
heating of hottest neck: 1.24e-04 K
search time, 11878 bonds: 26.7 ms, 2.25 us/bond
search time, 47948 bonds: 90.6 ms, 1.89 us/bond
search time, 191930 bonds: 440.1 ms, 2.29 us/bond
time exponent, first to last size: 1.01
```
